# The Displaced-Profile Work Function of Jellium and Its Density Errors

## A profile that can be integrated by hand

Take a metal whose ions are smeared into a uniform positive background of density \(\bar n\), filling \(x<0\) and ending sharply at \(x=0\). Suppose that we do not know the true electron density and guess a double exponential,

\[
n(x)=\bar n\left(1-\tfrac12 e^{\beta x}\right)\ (x<0),\qquad n(x)=\tfrac12\bar n\,e^{-\beta x}\ (x>0).
\]

The electrons missing inside, \(\bar n/2\beta\) per area, equal those spilled outside, so the surface is neutral.

Let \(v(x)\) be the electrostatic potential energy of an electron. In atomic units, with background density \(n_+(x)\),

\[
v''=4\pi\,(n_+-n).
\]

The field \(v'\) vanishes far away on both sides. Outside the edge \(n_+=0\), and integration by parts gives

\[
v(\infty)-v(0)=\int_0^\infty v'\,dx=\big[xv'\big]_0^\infty-\int_0^\infty x\,v''\,dx=4\pi\int_0^\infty x\,n\,dx=\frac{2\pi\bar n}{\beta^2}.
\]

Inside, the same step gives

\[
v(0)-v(-\infty)=4\pi\int_{-\infty}^0 x\,(n-\bar n)\,dx=\frac{2\pi\bar n}{\beta^2}.
\]

Let \(\varepsilon(n)\) be the bulk energy per electron and \(\mu_b=d(n\varepsilon)/dn=\varepsilon+n\varepsilon'\) the bulk chemical potential, measured from the interior potential \(v(-\infty)\). Two expressions for the work function are

\[
W_K=v(\infty)-v(-\infty)-\mu_b,\qquad W_D=v(\infty)-v(0)-\varepsilon(\bar n).
\]

The first is the Koopmans form: vacuum level minus Fermi level. The second is the displaced-profile, or Mahan-Schaich, form. For the guess,

\[
W_K=\frac{4\pi\bar n}{\beta^2}-\mu_b,\qquad W_D=\frac{2\pi\bar n}{\beta^2}-\varepsilon(\bar n).
\]

A small error in \(\beta\) moves \(W_D\) half as far as \(W_K\). The two values also differ in general, although both forms hold for the true density. It remains to show why both hold, and what decides their errors.

## Removing charge with a chosen shape

Write the energy per area as \(E=G[n]+\) electrostatic energy, where \(G\) holds the kinetic, exchange and correlation energies and does not change when the density is translated. In a neutral uniform bulk the electrostatic energy is zero, so \(\varepsilon\) comes from \(G\) alone.

Take \(s\) electrons per area out of the metal with a shape \(f(x)\), \(\int f\,dx=1\), so that the density becomes \(n-sf\). Collect them at rest on a distant plane in the vacuum, where they carry electrostatic energy only. The field between metal and plane costs an energy of order \(s^2\), which drops out if \(s\to0\) is taken with the plane held fixed. The energy per removed electron is then

\[
W_f=v(\infty)-\int f(x)\left[v(x)+\frac{\delta G}{\delta n(x)}\right]dx .
\]

For the self-consistent density the bracket is the same constant everywhere; otherwise moving electrons would lower the energy. Every shape \(f\) then gives the same \(W\). For an approximate density the bracket varies with \(x\), and the answer depends on where the charge is taken from.

**Removal deep in the bulk.** There the bracket is \(v(-\infty)+\mu_b\), and \(W_f=W_K\).

**Removal by displacement.** Shift the whole electron profile inward by \(s/\bar n\):

\[
n\!\left(x+\frac{s}{\bar n}\right)=n(x)+\frac{s}{\bar n}\,n'(x)+\dots,\qquad\text{so}\qquad f_D=-\frac{n'(x)}{\bar n}.
\]

Its integral is \([n(-\infty)-n(\infty)]/\bar n=1\), as required. Two integrals are needed.

First, the shift leaves the surface region of \(G\) intact and shortens the bulk by \(s/\bar n\). So \(G\) falls by \(\bar n\varepsilon\cdot s/\bar n=s\varepsilon\), which means

\[
\int f_D\,\frac{\delta G}{\delta n}\,dx=\varepsilon(\bar n).
\]

Second, integrate the electrostatic part by parts:

\[
\int f_D\,v\,dx=-\frac1{\bar n}\big[nv\big]_{-\infty}^{\infty}+\frac1{\bar n}\int n\,v'\,dx=v(-\infty)+\frac1{\bar n}\int n\,v'\,dx .
\]

The total electrostatic force on a neutral surface vanishes:

\[
\int(n_+-n)\,v'\,dx=\frac1{4\pi}\int v''v'\,dx=\frac1{8\pi}\big[v'^2\big]_{-\infty}^{\infty}=0 .
\]

So \(n\) may be replaced by \(n_+\) in the last integral:

\[
\frac1{\bar n}\int n\,v'\,dx=\int_{-\infty}^0v'\,dx=v(0)-v(-\infty),\qquad \int f_D\,v\,dx=v(0).
\]

Together,

\[
\boxed{W_D=v(\infty)-v(0)-\varepsilon(\bar n)}
\]

Self-consistency was not used in the two integrals. For any neutral trial profile \(W_D\) is the energy cost of displacing that profile, and for the self-consistent one it is the work function.

Setting \(W_K=W_D\) for the self-consistent density gives the Budd-Vannimenus relation,

\[
v(0)-v(-\infty)=\mu_b-\varepsilon=\bar n\,\varepsilon'(\bar n).
\]

The potential step inside the edge is therefore a bulk property. The Koopmans form computes this step from the density at hand; the displaced form has replaced it by its known value. For a trial density, \(W_K-W_D\) is the amount by which the trial violates the relation.

## Where density errors enter

Let the density be wrong by \(\delta n\), with \(\int\delta n\,dx=0\). The bulk terms do not change, and the dipole integrals of the first part give

\[
\delta W_D=4\pi\int_0^\infty x\,\delta n\,dx,\qquad
\delta W_K=4\pi\int_{-\infty}^{\infty}x\,\delta n\,dx .
\]

Both errors are linear in \(\delta n\); the displaced form is not protected to first order. Three cases show the difference.

- A neutral rearrangement confined to \(x<0\), such as a wrong oscillation of the density, leaves \(W_D\) untouched but in general shifts \(W_K\).
- If \(x\,\delta n\) has one sign everywhere, as when charge is carried from inside to outside, the inner and outer parts of \(\delta W_K\) add, and \(|\delta W_D|\le|\delta W_K|\).
- An error confined to \(x>0\) harms both forms equally. If the inner and outer parts have opposite signs they can cancel in \(W_K\), which may then be the better value.

## Why the displaced shape is a good choice

When \(s\) electrons are really removed, the density relaxes to \(n-sf^*\), where \(f^*\) is the true shape of the missing charge. It sits at the surface, because a metal screens its interior.

Assume that the neutral surface is a stable minimum. For a neutral density change \(a(x)\) the energy then rises by \(\tfrac12\langle a|K|a\rangle\) to second order, with

\[
\langle a|K|a\rangle=\iint a(x)\,\frac{\delta^2G}{\delta n(x)\,\delta n(x')}\,a(x')\,dx\,dx'+\frac1{4\pi}\int (u_a')^2dx,\qquad u_a''=-4\pi a .
\]

Now use the approximate density \(n+\delta n\) for the neutral surface and \(n+\delta n-sf\) for the charged one. The first misses its minimum by \(\delta n\). The second misses its own minimum, \(n-sf^*\), by \(\delta n-s(f-f^*)\). The error of the energy difference per electron is

\[
\delta W_f=\frac1{2s}\Big\{\langle\delta n-s(f-f^*)|K|\delta n-s(f-f^*)\rangle-\langle\delta n|K|\delta n\rangle\Big\}.
\]

The change of \(K\) with \(s\) adds a term of second order in \(\delta n\), which is dropped. Expanding the first product, cancelling \(\langle\delta n|K|\delta n\rangle\) and letting \(s\to0\) leaves

\[
\delta W_f=-\langle f-f^*|K|\delta n\rangle .
\]

Each total energy has a second-order error, but their difference has a linear one, because the shape error \(f-f^*\) multiplies the density error. With \(f=f^*\) the linear error would vanish. What matters is how close the chosen shape is to the true one.

The displaced shape has its centre at the background edge. Integrating by parts on each side of \(x=0\),

\[
\int x f_D\,dx=-\frac1{\bar n}\int x\,n'\,dx=\frac1{\bar n}\int(n-n_+)\,dx=0 .
\]

For the example below, \(f^*\) is centred 0.06 nm outside the edge. The Koopmans shape lies arbitrarily deep in the metal.

## A bound for one form, growth for the other

Let \(\Delta\sigma=\tfrac12\langle\delta n|K|\delta n\rangle\) be the excess surface energy of the approximate density, to second order in \(\delta n\). Since \(K\) is positive, the Cauchy-Schwarz inequality gives

\[
|\delta W_f|\le\sqrt{\langle f-f^*|K|f-f^*\rangle}\;\sqrt{2\,\Delta\sigma}.
\]

For \(f_D\) the first factor describes two unit charges lying close together at the surface, and it is finite in the example. The Koopmans form has no such bound. To see this, move \(q\) electrons per area from a layer at depth \(M\) to the surface with shape \(f^*\), whose centre is \(x^*\). The dipole formula gives

\[
\delta W_K=4\pi q\,(M+x^*).
\]

The field between the layers is \(4\pi q\), with energy \((4\pi q)^2(M+x^*)/8\pi=2\pi q^2(M+x^*)\) per area. The remaining energy, from the finite widths and from \(G\), does not grow with \(M\). Hence \(2\Delta\sigma\simeq4\pi q^2M\) for large \(M\), and

\[
\frac{|\delta W_K|}{\sqrt{2\,\Delta\sigma}}\simeq\frac{4\pi qM}{q\sqrt{4\pi M}}=\sqrt{4\pi M}.
\]

At a fixed small energy error, the possible Koopmans error grows as the square root of the depth to which density errors reach. This is the precise sense in which the displaced form is more tolerant: its worst case is limited. It need not win for every profile.

## Worked example

The reference is a self-consistent Thomas-Fermi-von Weizsäcker calculation with gradient coefficient \(1/4\), local exchange and Wigner correlation. The density parameter is \(r_s=4\) bohr, or \(\bar n=25.17\ \mathrm{nm^{-3}}\), with \(\varepsilon=-2.252\) eV and \(\mu_b=-2.153\) eV. The reference potential rises by 0.099 eV inside the edge, equal to \(\bar n\varepsilon'\), and by 0.574 eV outside. So

\[
W=0.574+2.252=2.826\ \text{eV},\qquad W=0.099+0.574+2.153=2.826\ \text{eV}.
\]

For the double exponential, the energy is lowest at \(\beta=19.10\ \mathrm{nm^{-1}}\). With \(e^2/4\pi\epsilon_0=1.44\) eV nm, each half of its potential step is

\[
\frac{2\pi\times25.17\times1.44}{19.10^2}=0.624\ \text{eV}.
\]

Therefore

\[
W_D=0.624+2.252=2.876\ \text{eV},\qquad W_K=2\times0.624+2.153=3.401\ \text{eV}.
\]

Differentiating the trial's total energy numerically, once for a displaced profile and once for charge removed in the bulk, gives the same two values. Relative to the reference, the errors are 0.05 eV and 0.58 eV. The outer step is wrong by \(0.624-0.574=0.050\) eV, which both forms suffer. The inner step is wrong by \(0.624-0.099=0.525\) eV, which the Koopmans form alone suffers.

The table adds a denser metal, \(r_s=2\) bohr, and decay constants 10% to either side of the best. Energies are in eV.

| \(r_s\) | \(\beta/\beta_{\rm best}\) | \(W_K\) | \(W_D\) | reference |
|---|---|---|---|---|
| 4 | 0.9 | 3.69 | 3.02 | 2.83 |
| 4 | 1.0 | 3.40 | 2.88 | 2.83 |
| 4 | 1.1 | 3.18 | 2.77 | 2.83 |
| 2 | 0.9 | 6.49 | 4.64 | 3.70 |
| 2 | 1.0 | 4.70 | 3.75 | 3.70 |
| 2 | 1.1 | 3.38 | 3.09 | 3.70 |

In the last row the Koopmans form is closer. With \(\varepsilon=0.061\) eV, each half-step of that trial is \(3.086+0.061=3.147\) eV, against reference steps of 3.761 eV outside and 2.850 eV inside. The errors are \(-0.614\) eV outside and \(+0.297\) eV inside. They partly cancel in \(W_K\), while \(W_D\) keeps the whole outer error.

The worst-case statement can also be given in numbers for \(r_s=4\), in linear theory and at \(\Delta\sigma=1\ \mathrm{mJ/m^2}\). The displaced form cannot err by more than 0.087 eV. Moving charge to the surface from a Gaussian layer of standard deviation 0.11 nm at depths of 0.53, 1.06 and 2.12 nm gives Koopmans errors of 0.38, 0.52 and 0.71 eV. Between the last two depths the growth exponent is 0.46, near the limiting value \(1/2\). These numbers depend somewhat on the width of the layer: for standard deviations from 0.03 to 0.16 nm the first error runs from 0.34 to 0.40 eV and the exponent from 0.50 to 0.45. The same density errors change \(W_D\) by 0.039, 0.027 and 0.019 eV. These values fall because the charge arriving outside must shrink to keep \(\Delta\sigma\) fixed.

The best double exponential lies 14.7 mJ/m² above the reference in energy. The bound needs the quadratic form \(\tfrac12\langle\delta n|K|\delta n\rangle\) instead, which is larger, about 20 mJ/m², because the trial's tail decays too slowly for the second-order expansion to be accurate there. The linear bound is then \(0.087\sqrt{20}\approx0.39\) eV, and the actual displaced error of 0.05 eV lies well inside it.

## Jellium beside sodium

The value \(r_s=4\) bohr is roughly the electron density of sodium, whose work function is somewhat below 3 eV as a rough figure. The gradient model's 2.83 eV should not be read as a precise prediction. Two Kohn-Sham slabs with the same exchange and correlation, of mean thickness 3.26 nm, give on average 3.06 eV from the Koopmans form and 3.07 eV from the displaced form. The average is needed because the work function of a single slab oscillates with its thickness: near 3.3 nm the Koopmans values spread over about 0.03 eV, and the two forms differ by up to about 0.01 eV. For the averages the theorem holds with orbitals too, to 0.004 eV, and the approximate kinetic energy costs about 0.24 eV. Averaging over a pair does not remove the oscillation completely: other pairs with the same spacing give Koopmans averages between 3.063 and 3.073 eV for mean thicknesses near 2.2 and 3.3 nm, so the Kohn-Sham value is known to about 0.01 eV. Halving the mesh, done for one slab, moves it by 0.0006 eV.

Real sodium breaks the assumption of a smooth background. A weak extra potential \(\delta v\) changes the energy by \(\int n\,\delta v\,dx\). Removing charge of shape \(f^*\) therefore changes the work function by

\[
\delta W=-\int f^*\,\delta v\,dx .
\]

Replace the background by planes of ions whose attraction is switched off within a core radius of 0.092 nm, fixed by requiring the bulk to be in equilibrium at this density. Averaged along the planes, this shifts \(W\) by \(+0.07\) eV for the bcc(110) face and \(-0.19\) eV for bcc(100). These are first-order estimates for unrelaxed faces, with \(f^*\) from the gradient model, and they depend strongly on that choice: with \(f^*\) from Kohn-Sham slabs the same formula gives about \(-0.03\) eV for bcc(110) and \(-0.35\) eV for bcc(100). They show the order of magnitude of the lattice effect, not its value for sodium. For bcc(100) the first order is not enough: the averaged potential reaches 1.9 eV at the ion planes, and solving the gradient model self-consistently with it gives a shift of only about \(-0.095\) eV. For bcc(110) the same full solution keeps the shift at \(+0.07\) eV. The free-electron thermal shift of the chemical potential at 300 K is about 0.0002 eV. Errors of local exchange and correlation, steps and adsorbed atoms are not sized here.

The remaining values are in the numerical output.

## Numbers as computed

```
r_s = 4 bohr: density 25.17 nm^-3
 bulk energy per electron -2.252 eV
 bulk chemical potential -2.153 eV
 n d(eps)/dn 0.0992 eV
 v(0)-v(-inf) 0.0992 eV
 v(inf)-v(0) 0.5737 eV
 self-consistent W, Koopmans 2.8259 eV
 self-consistent W, displaced 2.8260 eV
 best trial beta 19.10 nm^-1
 trial excess surface energy 14.68 mJ/m^2
 W by energy difference: displaced 2.876 eV, bulk removal 3.401 eV
 trial 0.9 beta: Koopmans 3.694 eV, displaced 3.023 eV
 trial 1.0 beta: Koopmans 3.401 eV, displaced 2.876 eV
 trial 1.1 beta: Koopmans 3.184 eV, displaced 2.768 eV
r_s = 2 bohr: density 201.38 nm^-3
 bulk energy per electron 0.061 eV
 bulk chemical potential 2.912 eV
 n d(eps)/dn 2.8502 eV
 v(0)-v(-inf) 2.8501 eV
 v(inf)-v(0) 3.7609 eV
 self-consistent W, Koopmans 3.6994 eV
 self-consistent W, displaced 3.6995 eV
 best trial beta 21.87 nm^-1
 trial excess surface energy 80.38 mJ/m^2
 W by energy difference: displaced 3.747 eV, bulk removal 4.703 eV
 trial 0.9 beta: Koopmans 6.492 eV, displaced 4.640 eV
 trial 1.0 beta: Koopmans 4.705 eV, displaced 3.747 eV
 trial 1.1 beta: Koopmans 3.383 eV, displaced 3.086 eV
All lines below: r_s = 4 bohr
W shift on halving the mesh 0.00008 eV
centroid of true removed charge 0.0596 nm
centroid of displaced-profile charge -0.00001 nm
Errors of W at 1 mJ/m^2 excess surface energy (linear theory):
 displaced, upper bound 0.087 eV
 charge moved from depth 0.53 nm: Koopmans 0.383 eV, displaced 0.039 eV
 charge moved from depth 1.06 nm: Koopmans 0.515 eV, displaced 0.027 eV
 charge moved from depth 2.12 nm: Koopmans 0.710 eV, displaced 0.019 eV
 growth exponent of Koopmans error with depth 0.463
Kohn-Sham slabs: W Koopmans 3.062 eV, displaced 3.066 eV
 mean slab thicknesses 2.20 and 3.26 nm
 shift of W, thin to thick 0.0001 eV
 shift of W on halving the slab mesh 0.0006 eV
 Kohn-Sham minus gradient-model W 0.236 eV
empty-core radius from bulk equilibrium 0.0923 nm
 first-order lattice shift of W, bcc(110) 0.073 eV
 first-order lattice shift of W, bcc(100) -0.189 eV
thermal shift of chemical potential, 300 K 0.000176 eV
```
